# A passive cathode reservoir and the peak tension in electromigration

## Problem

A straight interconnect line of length \(L\) occupies \(0<x<L\). Electrons enter at the cathode, \(x=0\), and leave at the anode, \(x=L\). They push the metal atoms towards the anode with a constant force \(F=zE\), where \(E\) is the magnitude of the electric field and \(z>0\) that of the effective charge. Atomic units are used in the algebra, so the elementary charge is 1, and the temperature \(T\) is written as an energy.

The line is confined: stiff surroundings hold its shape, and atoms cannot pass its ends. A second piece of the same metal, with the same length, cross-section and surroundings, is now joined to the cathode end and occupies \(-L<x<0\). Atoms cross the junction freely. The electrons enter at the junction, so this piece carries no current and there is no force on its atoms. It is a passive reservoir, and its far end is blocked.

The stress \(\sigma\), positive in tension, is zero everywhere when the current is switched on. No voids form and no atoms are lost.

(a) Show that the reservoir halves the steady peak tension. What happens to the stress at the anode?

(b) Can the tension exceed its steady peak on the way to the steady state?

(c) Evaluate the stresses for \(z=2\), \(E=10^{-8}\) V/Å, atomic volume \(\Omega=12\) Å\(^3\), \(L=5\times10^{5}\) Å and effective modulus \(B=0.2\) eV/Å\(^3\). These are round model parameters. Is the small-strain approximation good enough?

## Hints

1. When an atom is inserted where the metal is under tension, the stress does work \(\Omega\sigma\), which lowers the chemical potential by that amount. Use this to write the chemical potential, and then the atom flux.
2. In a steady state with blocked ends, what is the flux at an interior point?
3. The flux condition fixes the slope of the stress but not its level. Which conserved quantity fixes the level?
4. For (b), split the stress into parts that are even and odd about the junction. Which part contributes at \(x=0\)?

## Solution

### The transport equation

The chemical potential of an atom is \(\mu=\mu_0-\Omega\sigma\), so atoms are drawn towards tension. The total driving force on an atom is \(F-\mu'=F+\Omega\sigma'\), where a prime means \(d/dx\). With a diffusivity \(D\), taken as constant, and \(1/\Omega\) atoms per unit volume, the flux is

\[
J=\frac{D}{\Omega T}\,(F+\Omega\sigma')=\frac{D}{T}\,(\sigma'+g),\qquad g=\frac{F}{\Omega}.
\]

In the line \(g=G\equiv zE/\Omega\); in the reservoir \(g=0\).

Because the metal is confined, extra atoms compress it. If they add a volume fraction \(\eta\), then for small strain \(\sigma=-B\eta\), where \(B\) describes the metal and its surroundings together. The extra atoms per unit volume number \(\eta/\Omega=-\sigma/(B\Omega)\). Conservation of atoms, \(\partial_t(\eta/\Omega)=-J'\), becomes

\[
\frac{\partial\sigma}{\partial t}=B\Omega J'=\kappa\,(\sigma'+g)',\qquad \kappa=\frac{DB\Omega}{T}. \tag{1}
\]

No atoms pass the outer ends, so the total added atomic volume stays at its initial value, zero. With equal \(B\) and equal cross-section throughout,

\[
\int\sigma\,dx=0, \tag{2}
\]

where the integral covers all the connected metal.

### (a) The steady state

In a steady state \(J'=0\), so \(J\) is constant along the metal. It vanishes at the blocked ends, and therefore everywhere. Hence \(\sigma'=-g\): the stress falls with slope \(G\) along the line and is uniform in the reservoir.

For the bare line, let \(s_0\) be the cathode stress. Then \(\sigma=s_0-Gx\), and (2) gives

\[
\int_0^L(s_0-Gx)\,dx=s_0L-\tfrac12GL^2=0
\quad\Rightarrow\quad s_0=\tfrac12GL.
\]

The anode stress is \(s_0-GL=-\tfrac12GL\).

With the reservoir, \(\mu\) is continuous at the junction, since atoms cross it freely, and so \(\sigma\) is continuous too. If \(s\) is the junction stress, the whole reservoir is at \(s\) and the line has \(\sigma=s-Gx\). Now (2) reads

\[
sL+\left(sL-\tfrac12GL^2\right)=0
\quad\Rightarrow\quad s=\tfrac14GL=\tfrac12s_0.
\]

Since the stress falls along the line, \(s\) is the peak tension, and it is half the bare value.

The anode stress is \(s-GL=-\tfrac34GL\), so the peak compression is 1.5 times that of the bare line. The force from the electrons still requires a stress difference \(GL\) between the ends of the line. The reservoir shifts the line's whole profile towards compression by \(\tfrac14GL\), because it supplies atoms to the line. Per unit cross-section, the volume supplied is a slab of thickness

\[
h=\frac{sL}{B}=\frac{GL^2}{4B}.
\]

The line gains the same amount: \(-\frac1B\int_0^L(s-Gx)\,dx=-\frac1B\left(\tfrac14-\tfrac12\right)GL^2=h\).

The zero initial stress matters. If the initial stress has mean \(\sigma_0\) over the connected metal, the right side of (2) becomes \(2L\sigma_0\), and \(s=\sigma_0+\tfrac14GL\). A bare line with the same mean has \(\sigma_0+\tfrac12GL\). The reservoir halves the part due to the current, not the total. For \(\sigma_0=0.2\,GL\) the peaks are \(0.45\,GL\) and \(0.70\,GL\), a ratio of 0.64. The argument also fails once a void opens, because the void's volume is not included in \(-\sigma/B\).

### (b) The approach to the steady state

Split the driving term into even and odd parts about the junction:

\[
g(x)=\tfrac12G+\tfrac12G\,\mathrm{sgn}(x).
\]

Let \(\sigma_e\) be the even part of \(\sigma\). Its derivative is odd, so it pairs with the odd part of \(g\). Equation (1) gives

\[
\frac{\partial\sigma_e}{\partial t}=\kappa\left(\sigma_e'+\tfrac12G\,\mathrm{sgn}(x)\right)'.
\]

The bracket is zero at both outer ends, where the flux is blocked. It is also odd and continuous at \(x=0\), so it is zero there. On \(0<x<L\), \(\sigma_e\) therefore obeys the bare-line problem with \(G\) replaced by \(G/2\). That problem is linear and starts from zero stress, so \(\sigma_e\) is half the bare-line solution. The odd part of \(\sigma\) vanishes at \(x=0\). Thus

\[
\sigma(0,t)=\tfrac12\,\sigma_{\rm bare}(0,t)
\]

at every time, not just in the steady state. The exact factor during the transient relies on a constant \(D\). In a real metal \(D\) varies somewhat with stress, but the steady halving does not depend on this, because \(D\) drops out of the zero-flux condition.

To find the bare-line stress, write \(\sigma_{\rm bare}=G(\tfrac12L-x)-w\). Then \(w\) obeys \(\partial_tw=\kappa w''\) with \(w'=0\) at both ends, and initially \(w=G(\tfrac12L-x)\). This has zero mean, so its cosine series starts at \(m=1\), with coefficients

\[
a_m=\frac2L\int_0^LG\left(\tfrac12L-x\right)\cos\frac{m\pi x}{L}\,dx
=\frac{2GL}{m^2\pi^2}\left[1-(-1)^m\right].
\]

The constant \(\tfrac12L\) integrates to zero, and the term in \(x\) is integrated by parts. Even \(m\) drop out, and each odd term decays at the rate \(\kappa m^2\pi^2/L^2\):

\[
\sigma_{\rm bare}(0,t)=GL\left[\frac12-\frac4{\pi^2}\sum_{m\ \rm odd}\frac{e^{-m^2\pi^2\kappa t/L^2}}{m^2}\right].
\]

Every exponential decreases, so the cathode tension rises steadily, and with the reservoir it approaches \(\tfrac14GL\) from below.

It remains to exclude a larger tension elsewhere. Inside each piece \(\sigma\) obeys the diffusion equation, so by the maximum principle its largest value up to any time occurs initially or at an end of the piece. Initially \(\sigma=0\). At the anode \(\sigma'=-G\), so the stress is higher just inside. At the reservoir's blocked end \(\sigma'=0\); reflecting the solution there turns the end into an interior point, where no new maximum can arise. The junction is left, and its stress stays below \(\tfrac14GL\). The answer to (b) is no, for two identical pieces with the same \(D\). The result depends on that symmetry. If atoms diffuse more slowly in the reservoir, as they do when it runs cooler than the current-heated line, the reservoir feeds the junction too slowly and the tension overshoots: to about \(0.253\,GL\) for a reservoir diffusivity of \(0.9D\), and about \(0.285\,GL\) for \(0.5D\), before settling at \(\tfrac14GL\).

A finite-volume solution of (1), with 100 cells per length \(L\), gives these cathode stresses in units of \(GL\):

| \(\kappa t/L^2\) | bare line | with reservoir |
|---|---|---|
| 0.05 | 0.252 | 0.126 |
| 0.20 | 0.444 | 0.222 |
| 1.00 | 0.500 | 0.250 |

### (c) Numbers and the small-strain approximation

The force is \(F=2\times10^{-8}\) eV/Å. Dividing by 12 Å\(^3\) gives \(G=1.667\times10^{-9}\) eV/Å\(^4\), and multiplying by \(L\) gives \(GL=8.33\times10^{-4}\) eV/Å\(^3\). The peak tensions are

\[
s_0=4.17\times10^{-4}\ \text{eV/Å}^3\ (66.8\ \text{MPa}),\qquad
s=2.08\times10^{-4}\ \text{eV/Å}^3\ (33.4\ \text{MPa}).
\]

The anode stress changes from \(-4.17\times10^{-4}\) to \(-6.25\times10^{-4}\) eV/Å\(^3\). The reservoir supplies a slab of thickness \(h=2.083\times10^{-4}\times5\times10^5/0.2=521\) Å, about 0.1% of its length.

To judge the small-strain approximation, replace the linear storage law by an atom density proportional to \(e^{-\sigma/B}\), keeping \(\Omega\) constant. The zero-flux slope is unchanged. With \(q=GL/B\), conservation of atoms in the bare line gives

\[
e^{-s_0/B}\,\frac{e^q-1}{q}=1
\quad\Rightarrow\quad
\frac{s_0}{B}=\ln\left(1+\frac q2+\frac{q^2}6+\dots\right)=\frac q2+\frac{q^2}{24}+\dots
\]

With the reservoir,

\[
e^{-s/B}\left[1+\frac{e^q-1}{q}\right]=2
\quad\Rightarrow\quad
\frac sB=\ln\left(1+\frac q4+\frac{q^2}{12}+\dots\right)=\frac q4+\frac{5q^2}{96}+\dots
\]

The ratio is therefore

\[
\frac s{s_0}=\frac12\,\frac{1+5q/24}{1+q/12}+\dots=\frac12\left(1+\frac q8\right)+O(q^2).
\]

Here \(q=0.00417\). Solving the two conservation conditions numerically by root finding gives a ratio of 0.50026, which is 0.05% above one half in relative terms. The size of this correction depends on the model: if \(\Omega\) is instead taken as the inverse of the density, the ratio is \(\tfrac12(1+3q/8)\), or 0.50078. Either way it is well under 1%, so the small-strain result is ample.

## Variation 1: a reservoir of another size

Let the reservoir have length \(L_r\), cross-section \(A_r\) and modulus \(B_r\), and let the line have cross-section \(A\). The steady slopes are unchanged, but each piece now enters the volume balance with its own weight:

\[
\frac{A_rL_r}{B_r}\,s+\frac AB\left(sL-\tfrac12GL^2\right)=0
\quad\Rightarrow\quad
s=\frac{GL}{2(1+r)},\qquad r=\frac{A_rL_r/B_r}{AL/B}.
\]

As \(r\to0\) the bare line returns. As \(r\to\infty\) the steady cathode tension vanishes and the steady anode stress tends to \(-GL\). Halving the steady peak requires \(r=1\), which is equal storage capacity rather than equal length.

These are steady values, and the result of (b) does not carry over to a longer reservoir, whose far part responds too late. With the same cross-section, \(B\) and \(D\) as the line and \(L_r\ge1.5L\), the junction tension first rises to about \(0.24\,GL\) near \(\kappa t/L^2=0.4\) and only then falls to its steady value. A reservoir of length \(2L\) and cross-section \(A/2\) has \(r=1\), yet it overshoots to about \(0.32\,GL\) before settling at \(\tfrac14GL\).

A reservoir of length \(L/2\) and cross-section \(2A\), with the same \(B\) and \(D\), also has \(r=1\), but its early behaviour differs. Before diffusion reaches the outer ends, the stress falls off equally on both sides of the junction, with slopes \(-p\) in the line and \(+p\) in the reservoir. Equal atom currents through the junction require

\[
A(G-p)=2Ap\quad\Rightarrow\quad p=\tfrac13G.
\]

At the blocked cathode of a bare line \(p=G\). At these times the junction stress is proportional to \(p\), so the ratio is \(1/3\). The finite-volume solution gives 0.333 at \(\kappa t/L^2=0.01\). The ratio later rises to one half.

## Variation 2: the wrong end, or a current in the extension

Move the original passive reservoir to the anode. It then sits at the anode stress \(s-GL\), and (2) gives

\[
\left(sL-\tfrac12GL^2\right)+(s-GL)L=0
\quad\Rightarrow\quad s=\tfrac34GL.
\]

The peak tension is now 1.5 times the bare value, because the reservoir takes atoms from the line.

Return the extension to the cathode side, but let the full current flow through it in the same direction as in the line. The metal is then a single line of length \(2L\) with slope \(G\) throughout. Its peak tension is \(\tfrac12G(2L)=GL\), twice the bare value, at the far end of the extension. At the cathode side, the same added metal halves or doubles the peak according to whether it carries current.

Numbers in the example were calculated in double precision.
